# Quadrupole shielding of a 1s² shell in He and Li⁺

**Question**

I have an exercise on the electric field gradient at a nucleus. It says that a screened $1s^2$ shell has quadrupole shielding $2/(3\zeta)$, that this gives 0.395 for helium and 0.248 for Li$^+$, and that I should compare these with coupled Hartree-Fock values.

I understand that an external quadrupole field mixes d character into the 1s orbital. But second-order perturbation theory then seems to need a sum over all the d states, including the continuum, and I can't do it. I also keep losing the sign: electrons carry negative charge, the field energy can have either sign, and I can't tell whether the shell weakens or strengthens the field. Finally, what does "coupled" add, if the screening is already in $\zeta$?

**Answer**

The sum over d states can be replaced by one differential equation, whose solution is a polynomial times the 1s orbital. The sign stays under control if both fields, external and induced, are described by the energy they give to the same test electron.

**The model and its units**

I use Rydberg atomic units: lengths in bohr, energies in Ry, kinetic operator $-\nabla^2$, and repulsion $2/r_{12}$ between two electrons. The nucleus has charge $Z$ and attracts an electron with energy $-2Z/r$.

Let the source of the field be static and lie well outside the shell. The quadrupole part of an electron's energy in its field is

$$V=c\,r^2P_2(\cos\theta),\qquad P_2(\cos\theta)=\tfrac12(3\cos^2\theta-1).$$

For example, a point charge $q$, in units of the proton charge, on the $z$ axis at distance $R$ gives an electron the energy $-2q/|\mathbf r-\mathbf R|$. Its quadrupole term is $-2q\,r^2P_2/R^3$, so $c=-2q/R^3$. The constant and dipole terms do not contribute to the quadrupole field at the nucleus in first order.

Since $V=c(2z^2-x^2-y^2)/2$, its second derivative along $z$ is $2c$. The field gradient is therefore proportional to $c$. If the distorted shell adds a coefficient $c_{\rm ind}$, we define the shielding factor $\gamma$ by

$$c+c_{\rm ind}=c(1-\gamma).$$

A positive $\gamma$ means that the shell weakens the field.

The "screened shell" is two independent electrons in the orbital

$$\phi_0=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},$$

each moving in the fixed potential $-2\zeta/r$. This fixed potential is the main assumption: it does not change when the shell deforms.

**Where the screened charge comes from**

Choose $\zeta$ by minimizing the energy of the undistorted two-electron atom. The radial density of one electron is $4\zeta^3r^2e^{-2\zeta r}$, so

$$\left\langle\frac1r\right\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=4\zeta^3\,\frac{1}{4\zeta^2}=\zeta .$$

From $\nabla^2\phi_0=(\zeta^2-2\zeta/r)\phi_0$, the kinetic energy per electron is $-\zeta^2+2\zeta\langle1/r\rangle=\zeta^2$. The nuclear attraction per electron is $-2Z\zeta$.

For the repulsion, the charge of one electron inside radius $r$ is

$$Q(r)=1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2).$$

Two spherical clouds repel with energy $2\langle1/r_>\rangle$, where $r_>$ is the larger radius. The two orderings of the radii contribute equally, hence

$$E_{\rm rep}=4\int_0^\infty 4\zeta^3r\,e^{-2\zeta r}Q(r)\,dr .$$

Using $\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}$ term by term,

$$E_{\rm rep}=16\zeta^3\,\frac{1}{\zeta^2}\left(\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right)=\frac54\zeta .$$

The total energy and its minimum follow:

$$E=2\zeta^2-4Z\zeta+\tfrac54\zeta,\qquad 4\zeta-4Z+\tfrac54=0,\qquad \zeta=Z-\tfrac5{16}.$$

This is 1.6875 for He and 2.6875 for Li$^+$.

**Replacing the sum over d states**

The unperturbed orbital has energy $-\zeta^2$. The first-order energy $\langle\phi_0|V|\phi_0\rangle$ vanishes because $P_2$ averages to zero over angles. The first-order change $\phi_1$ therefore obeys

$$\left(-\nabla^2-\frac{2\zeta}{r}+\zeta^2\right)\phi_1=-V\phi_0 .$$

Write $\phi_1=F\phi_0$. The terms without derivatives of $F$ cancel, because $\phi_0$ solves the unperturbed equation. What remains is

$$-\phi_0\nabla^2F-2\nabla F\cdot\nabla\phi_0=-V\phi_0 .$$

Now $\nabla\phi_0=-\zeta\,\hat{\mathbf r}\,\phi_0$. Dividing by $-\phi_0$ gives

$$\nabla^2F-2\zeta\frac{\partial F}{\partial r}=c\,r^2P_2 .$$

With $F=g(r)P_2$, the angular part of the Laplacian contributes $-l(l+1)/r^2=-6/r^2$:

$$g''+\frac2r g'-\frac6{r^2}g-2\zeta g'=c\,r^2 .$$

Try $g=Ar^3+Br^2$. The first three terms of the equation give $(6+6-6)Ar=6Ar$ from the cubic part and $(2+4-6)B=0$ from the quadratic part. The last term gives $-6\zeta Ar^2-4\zeta Br$. Matching powers of $r$,

$$-6\zeta A=c,\qquad 6A-4\zeta B=0,$$

so that

$$g=-c\left(\frac{r^3}{6\zeta}+\frac{r^2}{4\zeta^2}\right).$$

Could another solution be added? It would have to be a regular, normalizable $l=2$ state at energy $-\zeta^2$. The lowest bound d state in this potential lies at $-\zeta^2/9$, so there is none. The polynomial thus contains the whole sum over d states, continuum included.

**The field sent back to the nucleus**

Each electron's density changes by $2\phi_0\phi_1$ to first order. For both electrons,

$$\delta n=4\phi_0^2\,g\,P_2 .$$

This density repels a test electron with energy $2\int\delta n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. In the expansion of $1/|\mathbf r-\mathbf r'|$, the quadrupole term has the radial factor $r_<^2/r_>^3$. Near the nucleus the test electron is inside almost all of $\delta n$, and the leading energy is

$$2r^2P_2(\cos\theta)\int\delta n(\mathbf r')\frac{P_2(\cos\theta')}{r'^3}\,d^3r' .$$

Because $\delta n$ vanishes as $r'^2$ at the origin, the integral converges, and the charge inside the test electron's radius changes the energy only at order $r^4$.

The average of $P_2^2$ over the sphere is $1/5$. Therefore

$$c_{\rm ind}=8\int\phi_0^2\,\frac{g}{r^3}P_2^2\,d^3r=\frac85\left\langle\frac{g}{r^3}\right\rangle .$$

Insert $g$ and $\langle1/r\rangle=\zeta$:

$$c_{\rm ind}=-\frac{8c}{5}\left(\frac1{6\zeta}+\frac{\zeta}{4\zeta^2}\right)=-\frac{8c}{5}\cdot\frac5{12\zeta}=-\frac{2c}{3\zeta}.$$

Comparison with the definition gives

$$\gamma=\frac{2}{3\zeta}.$$

The sign has a simple reading. If $c>0$, the energy $V$ is low around the equator, where $P_2<0$. Since $g<0$, electrons collect there and leave the poles. They raise the energy of a test electron near the equator, against the applied field. Reversing $c$ reverses both fields, so the shell still shields.

**Numbers for the model**

For helium,

$$\gamma=\frac{2}{3\times1.6875}=\frac{2}{5.0625}=0.395,$$

and for Li$^+$,

$$\gamma=\frac{2}{3\times2.6875}=\frac{2}{8.0625}=0.248 .$$

The nucleus feels 60.5% of the external quadrupole field in He and 75.2% in Li$^+$. In helium the cubic term of $g$ supplies 0.158 of $\gamma$ and the quadratic term 0.237; their sum is the 0.395 above.

The dependence on $\zeta$ follows from size. The shell's radius scales as $1/\zeta$. The perturbation, of order $c/\zeta^2$, is divided by excitation energies of order $\zeta^2$, so the relative distortion scales as $c/\zeta^4$. The factor $1/r^3$ in the returned field multiplies this by $\zeta^3$, leaving $c/\zeta$. A tight shell is close to the nucleus, but its stiffness wins.

For large $Z$ the screening correction becomes relatively small:

$$\frac{2}{3(Z-5/16)}=\frac{2}{3Z}\left(1+\frac5{16Z}+\cdots\right).$$

Using the bare charge for our two cases would give 0.333 and 0.222. Screening makes the shell larger and softer, and so raises the shielding.

**A check from the opposite direction**

The same factor must appear if the nucleus, instead of the distant source, distorts the shell. Give the nucleus a small quadrupole moment $M=\int\rho\,r^2P_2\,d^3r$, with its charge density $\rho$ counted in units of the electron's charge. An electron outside it has the energy $bP_2/r^3$, with $b=2M$. The radial equation is now

$$g''+\frac2r g'-\frac6{r^2}g-2\zeta g'=\frac{b}{r^3}.$$

Try $g=\alpha/r+\beta$. The left side is $-6\alpha/r^3+(2\zeta\alpha-6\beta)/r^2$, so $\alpha=-b/6$ and $\beta=\zeta\alpha/3=-b\zeta/18$.

The moment induced in the two-electron shell is

$$M_{\rm ind}=\int\delta n\,r^2P_2\,d^3r=\frac45\langle g\,r^2\rangle=-\frac{4b}{5}\left(\frac{\langle r\rangle}{6}+\frac{\zeta\langle r^2\rangle}{18}\right).$$

For the 1s density, $\langle r\rangle=3/(2\zeta)$ and $\langle r^2\rangle=3/\zeta^2$. The bracket is $1/(4\zeta)+1/(6\zeta)=5/(12\zeta)$, and

$$M_{\rm ind}=-\frac{b}{3\zeta}=-\frac{2M}{3\zeta}=-\gamma M .$$

A distant source therefore sees the nuclear moment reduced to $(1-\gamma)M$. One may say that the shell shields the nucleus from the field, or the field from the nuclear moment. These are two descriptions of one interaction energy, and the factor is applied once.

**What "coupled" adds**

The number $\zeta$ accounts for the average repulsion in the spherical atom. It does not account for the change in repulsion when the atom is no longer spherical.

In Hartree-Fock theory each electron of the pair moves in $-2Z/r+J_0(r)$, where $J_0$ is the repulsion from the other electron's self-consistent cloud. When the field distorts that cloud, its repulsion acquires a quadrupole part $w(r)P_2$. If $\epsilon$ is the orbital energy, and $\phi_0$ and $\phi_1$ now denote the Hartree-Fock orbital and its change, then

$$\left(-\nabla^2-\frac{2Z}{r}+J_0-\epsilon\right)\phi_1=-(V+wP_2)\phi_0,$$

$$w(r)P_2(\cos\theta)=2\int\frac{2\phi_0(\mathbf r')\phi_1(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Since $w$ depends on $\phi_1$, the two equations must be solved together. That is coupled Hartree-Fock. Setting $w=0$ in this equation gives what is called "uncoupled" below. The name depends on what is held fixed. Freezing instead the operator $-\nabla^2-2Z/r+2J_0-K_0$, where the exchange term acts as $K_0\phi_1=\tfrac12 wP_2\phi_0$, gives the different equation $(-\nabla^2-2Z/r+2J_0-\epsilon)\phi_1-\tfrac12 wP_2\phi_0=-V\phi_0$. That equation gives $\gamma=0.319$ for He and $0.216$ for Li$^+$, below the coupled values, so in that convention coupling raises the shielding. The uncoupled values and the sign argument that follow refer only to the potential $-2Z/r+J_0$.

The direction of the feedback follows from a sign argument, given one condition that is checked numerically. Take $c>0$.

1. The spherical orbital is the lowest state of its potential. In the $l=2$ channel the extra term $6/r^2$ makes the radial operator positive, and the Green's function of such a one-dimensional operator has no sign changes.
2. As long as $cr^2+w$ is positive, the radial part of $\phi_1$ is therefore negative at every radius.
3. A negative distortion gives a negative $w$, which opposes $cr^2$.
4. The reduced source gives a smaller distortion, and so a smaller $\gamma$ than with $w=0$.

The condition in item 2 was tested on the numerical solutions: $w/(cr^2)$ stayed between $-1$ and zero, within rounding, at all grid points.

**Reading the comparison**

The shielding factors are:

| Method | He | Li$^+$ |
|---|---:|---:|
| Model, $2/(3\zeta)$ | 0.39506 | 0.24806 |
| Uncoupled Hartree-Fock | 0.42066 | 0.25755 |
| Coupled Hartree-Fock | 0.39627 | 0.24822 |

The coupled values come from a radial grid. A separate finite-field calculation with 14 s and 12 d Gaussian functions gives 0.3964 and 0.2481. Its last digit is limited by the basis: with 28 s and 24 d functions the Gaussian values shift by about 0.00012, to 0.39627 and 0.24822, in agreement with the grid. The remaining lines are in the numerical output.

The simple model lies 0.3% below coupled Hartree-Fock for helium. For Li$^+$ the two agree to three decimals. The remaining difference there is small but resolved: the model lies 0.00016, or 0.06%, below the coupled value.

This closeness does not mean that the neglected effects are that small. For helium, going from the model to uncoupled Hartree-Fock raises $\gamma$ by

$$0.4207-0.3951=0.0256,$$

while the feedback lowers it by 0.0244. For Li$^+$ the two changes are $+0.0095$ and $-0.0093$. The model benefits from a near cancellation.

The first change comes from replacing both the orbital and the potential. Its sign and size are numerical results here. The two contributions were not separated, and the closeness of the cancellation is observed for these two cases, not derived.

It also follows that improving the orbital and its potential, while leaving out the feedback, need not give a better answer. Uncoupled Hartree-Fock uses the self-consistent orbital and potential, yet its $\gamma$ is about 6% above the coupled value for helium and about 4% above it for Li$^+$.

**Where the result stops applying**

The formula is the first-order response of the independent-electron model. It needs a weak field and a source outside the shell. If the source's charge overlaps the shell, the energy is no longer $cr^2P_2$ throughout the electron cloud, and $g$ must be found again.

Coupled Hartree-Fock is a better mean-field reference, but it is not the exact answer for the atom: it leaves out electron correlation, and the calculation here is nonrelativistic. The agreement in the table measures the model against that reference, not against experiment.

Nor should the sign be carried over to other shells without a new calculation. A quadrupole field takes an s orbital into d waves alone. For a p orbital it also has p-to-p matrix elements, which change the radial shape of the orbital. That channel is absent here, and the argument for shielding given above does not cover it.

## Computed values

```
gamma is dimensionless; positive gamma means shielding
He: nuclear charge Z = 2
  variational zeta = 1.6875 per bohr
  model trial energy = -5.69531 Ry
  cubic-term part of gamma = 0.15802
  quadratic-term part of gamma = 0.23704
  gamma, formula 2/(3 zeta) = 0.39506
  gamma, model solved numerically = 0.39506
  gamma, bare charge 2/(3 Z) = 0.33333
  transmitted fraction, model = 0.60494
  HF total energy = -5.72336 Ry
  HF orbital energy = -1.83591 Ry
  gamma, uncoupled HF = 0.42066
  gamma, coupled HF = 0.39627
  gamma, coupled HF in Gaussians = 0.39639
  feedback change in gamma = -0.02439
  transmitted fraction, coupled HF = 0.60373
  model error relative to coupled HF = -0.30 percent
Li+: nuclear charge Z = 3
  variational zeta = 2.6875 per bohr
  model trial energy = -14.44531 Ry
  cubic-term part of gamma = 0.09922
  quadratic-term part of gamma = 0.14884
  gamma, formula 2/(3 zeta) = 0.24806
  gamma, model solved numerically = 0.24806
  gamma, bare charge 2/(3 Z) = 0.22222
  transmitted fraction, model = 0.75194
  HF total energy = -14.47283 Ry
  HF orbital energy = -5.58473 Ry
  gamma, uncoupled HF = 0.25755
  gamma, coupled HF = 0.24822
  gamma, coupled HF in Gaussians = 0.24809
  feedback change in gamma = -0.00933
  transmitted fraction, coupled HF = 0.75178
  model error relative to coupled HF = -0.06 percent
```
